# Born Scattering by Ionized Donors Is Linear in Z at Fixed Density

## Theorem and assumptions

Let a semiconductor film contain $n$ conduction electrons per unit volume, all supplied by donors that have each given up $Z$ electrons.

**Theorem.** Under assumptions A1 to A5 below, and with $n$ and the screening held fixed, the rate at which an electron of wave number $k$ loses its momentum to the donor ions is

$$\frac{1}{\tau(k)}=\frac{2\pi n Z m e^4}{\kappa^2\hbar^3k^3}\,F(b),\qquad F(b)=\ln(1+b)-\frac{b}{1+b},\qquad b=\frac{4k^2}{q_s^2}. \tag{1}$$

It is proportional to $Z$. So is the total scattering rate, and the ion-limited mobility is proportional to $1/Z$. The cross-section of one ion is nevertheless proportional to $Z^2$.

Gaussian units are used; $e>0$, and an electron has charge $-e$. The assumptions are:

- **A1.** The band is parabolic and isotropic with mass $m$, in a medium of static dielectric constant $\kappa$. The film is thick enough to be treated as bulk, and scattering at its surfaces is left out.
- **A2.** Every donor is ionized to charge $+Ze$ and there are no acceptors. If $N$ is the donor density, neutrality gives $n=ZN$.
- **A3.** The electrons alone screen the ions, linearly, with an inverse screening length $q_s$.
- **A4.** The ions are fixed at random, mutually independent places.
- **A5.** Scattering is elastic and is treated in first Born order.

The reason for the result is a count. Each ion scatters $Z^2$ times as strongly as a singly charged one, but only $1/Z$ times as many ions are needed to supply the same electrons, and $Z^2/Z=Z$. The lemmas show that nothing else in the rate depends on $Z$.

## Lemma 1: the screened ion

**Lemma 1.** The potential energy of an electron near one ion has the Fourier transform

$$V(q)=-\frac{4\pi Ze^2}{\kappa(q^2+q_s^2)},\qquad q_s^2=\frac{4\pi e^2}{\kappa}\frac{dn}{d\mu}, \tag{2}$$

where $\mu$ is the chemical potential.

**Proof.** A slowly varying potential energy $V(\mathbf r)$ lowers the local chemical potential, measured from the band edge, by $V$. To first order the electron density changes by $\delta n=-V\,dn/d\mu$. The ion and this change produce an electrostatic potential $\phi$ obeying

$$\kappa\nabla^2\phi=-4\pi\left[Ze\,\delta(\mathbf r)-e\,\delta n\right].$$

Multiplication by $-e/\kappa$, with $V=-e\phi$, gives

$$\nabla^2V=\frac{4\pi Ze^2}{\kappa}\delta(\mathbf r)+\frac{4\pi e^2}{\kappa}\frac{dn}{d\mu}V .$$

The coefficient of $V$ is $q_s^2$. In Fourier space $\nabla^2$ becomes $-q^2$, so $-(q^2+q_s^2)V(q)=4\pi Ze^2/\kappa$, which is (2). In real space this is $V(r)=-Ze^2e^{-q_sr}/(\kappa r)$. $\square$

At given $m$, $\kappa$ and temperature, $dn/d\mu$ is set by $n$. Fixing $n$ therefore fixes $q_s$, whatever the donor charge.

For a degenerate gas, $n=k_F^3/(3\pi^2)$ and $\mu=E_F=\hbar^2k_F^2/(2m)$. Hence

$$\frac{dn}{d\mu}=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{mk_F}{\pi^2\hbar^2},\qquad q_s^2=\frac{4k_F}{\pi a},\qquad a=\frac{\kappa\hbar^2}{me^2}. \tag{3}$$

Here $a$ is the effective Bohr radius. At the Fermi level, $b=4k_F^2/q_s^2=\pi k_Fa$.

## Lemma 2: random ions add as rates

**Lemma 2.** For ions of charges $Z_j$ at independent, uniformly distributed places $\mathbf R_j$ in a periodic box, and for an allowed $\mathbf q\neq0$,

$$\left\langle\Big|\sum_jZ_je^{-i\mathbf q\cdot\mathbf R_j}\Big|^2\right\rangle=\sum_jZ_j^2. \tag{4}$$

**Proof.** The square is a double sum of $Z_iZ_je^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}$. Terms with $i=j$ give $Z_j^2$. For $i\ne j$ the average factorizes into two averages of a phase factor over the box, and each vanishes. $\square$

The term $\mathbf q=0$ is a uniform shift of energy and scatters nothing. For $N$ equal ions per unit volume, (4) gives $NZ^2=nZ$ per unit volume, or $Z$ per electron. A sampling test used ions supplying 60 electrons and 20,000 random phase sets for each charge. It gave 1.005, 2.005 and 2.989 per electron for $Z=1,2,3$.

## Lemma 3: the cross-sections

**Lemma 3.** In first Born order the total and transport cross-sections of one ion are

$$\sigma_{\rm tot}=\frac{16\pi Z^2}{a^2q_s^2(q_s^2+4k^2)},\qquad \sigma_{\rm tr}=\frac{2\pi Z^2}{a^2k^4}F(b). \tag{5}$$

**Proof.** Let the film have volume $\Omega_0$. Between plane waves $\mathbf k$ and $\mathbf k'$, with $\mathbf q=\mathbf k'-\mathbf k$, the matrix element is $V(q)\sum_je^{-i\mathbf q\cdot\mathbf R_j}/\Omega_0$. By Lemma 2 its mean square is $N|V(q)|^2/\Omega_0$. The golden rule, with a weight $w(\theta)$ for scattering through angle $\theta$, gives

$$\Gamma_w=\frac{2\pi N}{\hbar}\int\frac{d^3k'}{(2\pi)^3}|V(q)|^2\,w(\theta)\,\delta(E_{k'}-E_k).$$

The sum over $\mathbf k'$ has supplied a factor $\Omega_0$, which cancelled the remaining one. There is no spin factor, because the ion does not flip the spin. Since $dE/dk'=\hbar^2k'/m$, the radial integral of $k'^2\delta(E_{k'}-E_k)$ is $mk/\hbar^2$. Thus

$$\Gamma_w=\frac{Nmk}{4\pi^2\hbar^3}\int d\Omega\,|V(q)|^2w(\theta).$$

A cross-section is the rate divided by $Nv$, with $v=\hbar k/m$. Inserting (2) and using $m^2e^4/(\kappa^2\hbar^4)=1/a^2$,

$$\sigma_w=\frac{4Z^2}{a^2}\int d\Omega\,\frac{w(\theta)}{(q^2+q_s^2)^2}.$$

Elastic scattering has $q^2=2k^2u$ with $u=1-\cos\theta$, and $d\Omega=2\pi\,du$ after the azimuthal integral. Therefore

$$\sigma_w=\frac{8\pi Z^2}{a^2}\int_0^2\frac{w\,du}{(q_s^2+2k^2u)^2}.$$

For the total cross-section $w=1$, and the integral is

$$\frac1{2k^2}\left(\frac1{q_s^2}-\frac1{q_s^2+4k^2}\right)=\frac{2}{q_s^2(q_s^2+4k^2)}.$$

For the transport cross-section $w=1-\cos\theta=u$. With $y=q_s^2+2k^2u$ the integral becomes

$$\frac1{4k^4}\int_{q_s^2}^{q_s^2+4k^2}\left(\frac1y-\frac{q_s^2}{y^2}\right)dy
=\frac1{4k^4}\left[\ln(1+b)-1+\frac1{1+b}\right]=\frac{F(b)}{4k^4}.$$

Multiplication by the prefactor gives both parts of (5). $\square$

The weight $1-\cos\theta$ follows from the Boltzmann equation. In elastic scattering the Pauli blocking factors cancel between the forward and reverse processes, so the occupation changes at a rate $\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(f_{\mathbf k'}-f_{\mathbf k})$. A weak field produces a disturbance proportional to $k_z$ times a function of energy. After averaging over azimuth, $k'_z$ becomes $k_z\cos\theta$. The disturbance therefore decays at the rate weighted by $1-\cos\theta$.

## Proof of the theorem

By A2, $N=n/Z$. Lemma 3 gives

$$\frac1\tau=Nv\sigma_{\rm tr}=\frac nZ\,\frac{\hbar k}{m}\,\frac{2\pi Z^2m^2e^4}{\kappa^2\hbar^4k^4}F(b)=\frac{2\pi nZme^4}{\kappa^2\hbar^3k^3}F(b).$$

At fixed $n$, $k$ and $q_s$, the factor $Z$ is the sole dependence on donor charge. The total rate $Nv\sigma_{\rm tot}$ has the same product $NZ^2=nZ$.

For the mobility, let a field $\mathcal E$ act along $z$. The steady disturbance is $\delta f=e\mathcal E\tau v_z f_0'(E)$, where $f_0$ is the Fermi function. Averaging $v_z^2$ over directions gives $v^2/3=2E/(3m)$. If $g(E)\propto E^{1/2}$ is the density of states including spin, the drift speed per unit field is

$$\mu_e=\frac em\,\frac{\tfrac23\int gE\,\tau\,(-f_0')\,dE}{n}
=\frac em\,\frac{\int E^{3/2}\tau(-f_0')\,dE}{\int E^{3/2}(-f_0')\,dE}. \tag{6}$$

The second form uses $n=\int gf_0\,dE=\frac23\int gE(-f_0')\,dE$, an integration by parts. Since $\tau(E)\propto1/Z$ at every energy, $\mu_e\propto1/Z$ at any temperature at which the assumptions hold. $\square$

**Corollary (degenerate film).** Setting $k=k_F$ and $n/k_F^3=1/(3\pi^2)$ in (1),

$$\frac1\tau=\frac{2mZe^4}{3\pi\kappa^2\hbar^3}F(\pi k_Fa),\qquad \mu_e=\frac{e\tau}{m}=\frac{3\pi\kappa^2\hbar^3}{2m^2Ze^3F(\pi k_Fa)}. \tag{7}$$

## Remarks on limits and conditions

**Equal donor number is a different comparison.** If $N$ is held fixed instead, then $n=ZN$ and $k_F\propto Z^{1/3}$. Equation (7) still applies, but $F$ now changes too. Since $F'(b)=b/(1+b)^2>0$, the degenerate rate grows faster than $Z$. It grows more slowly than $Z^2$: since $b\propto Z^{1/3}$ and $F$ grows no faster than $b^2$, the rate grows no faster than $Z^{5/3}$. For the parameters of the example below, the added electrons are faster and screen more strongly, and both effects hold the growth down.

**Weak and strong screening.** For $b\gg1$, $F\simeq\ln b-1$ and small angles dominate the total rate. They come to dominate the momentum loss only logarithmically, because the weight $1-\cos\theta$ favours large angles. For $b\ll1$, expansion gives $F\simeq b^2/2$, and both cross-sections tend to $16\pi Z^2/(a^2q_s^4)$: scattering is isotropic. In a degenerate gas, however, $b\ll1$ requires $k_Fa\ll1$. The potential strength $Z/(q_sa)=Z\sqrt{\pi/(4k_Fa)}$ is then large, so that limit lies outside the Born regime.

**Mixed donors and acceptors.** For several donor species, Lemma 2 replaces $nZ$ by $\sum_iZ_i^2N_i$. Equal numbers of $Z=1$ and $Z=2$ donors give $(1+4)/(1+2)=5/3$ per electron. With singly charged acceptors of density $N_A$, neutrality reads $n=ZN-N_A$, and

$$Z^2N+N_A=Z(n+N_A)+N_A=Zn+(Z+1)N_A. \tag{8}$$

Proportionality to $Z$ is then lost. For $N_A=0.1n$ the right side is $1.20n$ for $Z=1$ and $2.30n$ for $Z=2$, a ratio of 1.92.

**Pairing of donors.** Suppose that all singly charged donors form pairs of separation $d$, with random pair positions and directions. One pair contributes $|1+e^{i\mathbf q\cdot\mathbf d}|^2=2+2\cos(\mathbf q\cdot\mathbf d)$. Averaging over direction and dividing by two gives, per ion,

$$1+\frac{\sin qd}{qd}. \tag{9}$$

At $d\to0$ this is 2: the pair acts as one ion of charge 2, and the amplitudes add before squaring. At large $qd$ it tends to 1, the result for separate ions. The extra factor $Z$ in the theorem is thus the effect of gathering the same positive charge into fewer places.

## Worked example

Take rough, round parameters in the regime of a heavily doped barium stannate film: $m$ equal to 0.2 electron masses, $\kappa=20$, $n=3\times10^{20}\ \mathrm{cm^{-3}}$ and 300 K. One film is doped by singly charged donors, such as lanthanum on barium sites or hydrogen. The other has the same $n$ from oxygen vacancies, assumed doubly ionized.

The common quantities are $k_F=2.071\ \mathrm{nm^{-1}}$, $E_F=0.817$ eV, $v_F=1.199\times10^8$ cm/s and $a=5.292$ nm. Hence $k_Fa=10.96$, $b=34.43$ and $F=2.596$. The screening length is $\sqrt b/(2k_F)=1.417$ nm. For $Z=1$, (5) gives

$$\sigma_{\rm tr}=\frac{2\pi(2.596)}{(5.292)^2(2.071)^4}\ \mathrm{nm^2}=0.0317\ \mathrm{nm^2},$$

and for $Z=2$ it is 0.1266 nm², four times as large. The donor densities are $3.0\times10^{20}$ and $1.5\times10^{20}\ \mathrm{cm^{-3}}$. With $0.03166\ \mathrm{nm^2}=3.166\times10^{-16}\ \mathrm{cm^2}$, the rate for $Z=1$ is

$$\frac1\tau=(3.0\times10^{20})(1.199\times10^8)(3.166\times10^{-16})\ \mathrm{s^{-1}}=1.14\times10^{13}\ \mathrm{s^{-1}}.$$

For $Z=2$ half the ions with four times the cross-section give $2.28\times10^{13}\ \mathrm{s^{-1}}$. The total rates, $7.34\times10^{13}$ and $1.47\times10^{14}\ \mathrm{s^{-1}}$, also double. They exceed the momentum-relaxation rates about 6.4 times because most deflections are small.

The mobility follows without a change of electrical units. Since $m=2E_F/v_F^2$ and the mean free path is $\ell=v_F\tau=105.3$ nm for $Z=1$,

$$\mu_e=\frac{e\tau}{m}=\frac{v_F\ell}{2E_F/e}=\frac{(1.199\times10^8)(1.053\times10^{-5})}{2(0.817)}\approx772\ \mathrm{cm^2/Vs}.$$

For $Z=2$ it is 386 cm²/Vs. The products $k_F\ell$ are 218 and 109. The lifetime of a plane wave is set by the total rate, which gives shorter paths of 16 and 8 nm and products of 34 and 17. These are still large, as a description by weakly scattered plane waves requires.

## How far the Born result holds

A partial-wave calculation goes beyond A5 for a single ion. Let $\delta_l$ be the phase shift at angular momentum $l$. The scattering amplitude is $k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_lP_l(\cos\theta)$. In the integral of its square times $1-\cos\theta$, the relation $(2l+1)\cos\theta P_l=(l+1)P_{l+1}+lP_{l-1}$ and the orthogonality of the $P_l$ give

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\big[s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos(\delta_l-\delta_{l+1})\big],$$

where $s_l=\sin\delta_l$. The first two terms are a regrouping of $\sum_l(2l+1)s_l^2$. The bracket equals $\sin^2(\delta_l-\delta_{l+1})$, by the trigonometric identity for the sine of a difference, so

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{10}$$

Numerical solution of the radial equation for the same screened potential gives rates 4.0% above Born for $Z=1$ and 7.2% above for $Z=2$. The mobilities fall to 743 and 360 cm²/Vs, and the rate ratio is 2.06 instead of 2. With artificial charges 0.02 and 0.04 the ratio returns to 2.002, and a test confirmed that the transport cross-sections for these two charges agree with (5) within 1%.

The phase shifts also examine the linear screening of A3. In a large sphere of radius $R$, allowed wave numbers satisfy $kR+\delta_l-l\pi/2=p\pi$ with integer $p$. The ion therefore brings $\delta_l(k_F)/\pi$ additional states below $k_F$ for each of the $2(2l+1)$ spin and angular states. Neutralization requires

$$\frac2\pi\sum_l(2l+1)\delta_l(k_F)=Z. \tag{11}$$

Summed to $l=25$, as in the output below, the left side is 1.0069 and 2.0286. Carried to $l=40$ or beyond, it settles at 1.0075 and 2.030, so the linearly screened potential attracts about 0.75% and 1.5% too much charge.

Full ionization also requires that the screened ion not bind an electron. Numerically, this potential first binds at $Z/(q_sa)=0.840$. The example has 0.268 for $Z=1$ and 0.535 for $Z=2$, both below the threshold. A charge of 4 would give 1.07, so an isolated ion would then bind an electron, though only by about 4 meV and with a mean radius of 4.6 nm, larger than the donor spacing of 2.4 nm; a single-ion calculation cannot say whether such a state survives in the film. This test covers only the screened Coulomb potential. A real vacancy may also have a localized level from its short-range potential; if that level lies below the Fermi level, here 0.8 eV above the band edge, it holds electrons and the vacancy is not a $Z=2$ donor.

These figures concern isolated ions. The screening length is close to $N^{-1/3}$, which is 1.49 nm for $Z=1$, and the nearest neighbour of a randomly placed donor is on average closer than that, so the potentials overlap. Lemma 2 permits this in first Born order; repeated scattering involving several ions has not been computed.

## Comparison with real films

Measured room-temperature mobilities of good barium stannate films are roughly 100 to 200 cm²/Vs, well below the ion-limited values here. Real films also scatter electrons by lattice vibrations and extended defects. If these are represented by an assumed limit of 300 cm²/Vs, and the rates add, then

$$\frac1{\mu_{\rm total}}=\frac1{\mu_e}+\frac1{300\ \mathrm{cm^2/Vs}}$$

gives 216 and 169 cm²/Vs. Doubling $Z$ then lowers the total mobility by 22%, not by half. The band mass matters as well: a mass 1.5 times larger, as a rough allowance for a non-parabolic band, lowers the $Z=1$ Born mobility from 772 to 402 cm²/Vs. It is common to both films and leaves the ratio of their Born mobilities unchanged.

Two other corrections are small here. Thermal smearing at 300 K, with the corresponding screening, gives 776 and 388 cm²/Vs. Replacing Thomas-Fermi screening by the wave-vector-dependent Lindhard form raises the Born rate by 1.8% for either charge. A further correction of similar size does change the ratio. Donors on lattice sites cannot share a site, which multiplies (4) by about $1-c$, where $c$ is the occupied fraction of sites. For a cubic cell of side 0.41 nm, $c$ is about 0.021 for lanthanum on barium sites and 0.0035 for oxygen vacancies, so the Born rate ratio becomes about 2.04.

Donor placement can matter more. If all $Z=1$ donors were paired at an assumed 0.41 nm, their rate would be 1.86 times the random value, almost erasing their advantage over $Z=2$ donors. At 1.0 nm the factor is 1.42, and at 5.0 nm it is 1.00. Choosing singly charged donors to raise mobility at fixed $n$ is therefore useful when they remain dispersed, bring no more acceptors or other scattering defects than the alternative, and ion scattering is a substantial part of the total. An equal density of singly charged acceptors in both films reduces the ratio of the ion-limited rates but does not remove the advantage: by (8) the ratio is $(2n+3N_A)/(n+2N_A)$, which stays between 3/2 and 2. The numerical output below gives the remaining values.

## Computed results

```
Mass: 0.2 electron masses; dielectric constant: 20.0
Electron density: 3.00e+20 cm^-3; temperature: 300 K
Fermi wave number kF: 2.071 nm^-1
Fermi energy: 0.817 eV; kT: 0.0259 eV
Fermi velocity: 1.199e+08 cm/s
Effective Bohr radius a: 5.292 nm; kF*a: 10.96
Screening length 1/qs: 1.417 nm
b: 34.43; F(b): 2.596
--- Z = 1 ---
Donor density: 3.00e+20 cm^-3; N^(-1/3): 1.494 nm
Transport cross-section: 0.03166 nm^2
Total cross-section: 0.2040 nm^2
Born momentum-relaxation rate: 1.139e+13 s^-1
Born total rate: 7.338e+13 s^-1
Born mobility: 772.3 cm2/Vs
Mean free path: 105.3 nm; kF*path: 218
Coupling Z/(kF a): 0.091
Phase-shift rate / Born rate: 1.0399
Phase-shift mobility: 742.7 cm2/Vs
Friedel sum (should equal Z): 1.0069
Z/(qs a), for binding: 0.268
Mobility with thermal smearing: 776.1 cm2/Vs
Mobility with other scattering added: 216.1 cm2/Vs
Rate factor with acceptors N_A = 0.1 n: 1.20
--- Z = 2 ---
Donor density: 1.50e+20 cm^-3; N^(-1/3): 1.882 nm
Transport cross-section: 0.12664 nm^2
Total cross-section: 0.8162 nm^2
Born momentum-relaxation rate: 2.277e+13 s^-1
Born total rate: 1.468e+14 s^-1
Born mobility: 386.2 cm2/Vs
Mean free path: 52.6 nm; kF*path: 109
Coupling Z/(kF a): 0.182
Phase-shift rate / Born rate: 1.0720
Phase-shift mobility: 360.2 cm2/Vs
Friedel sum (should equal Z): 2.0286
Z/(qs a), for binding: 0.535
Mobility with thermal smearing: 388.0 cm2/Vs
Mobility with other scattering added: 168.8 cm2/Vs
Rate factor with acceptors N_A = 0.1 n: 2.30
--- comparisons and neglected effects ---
Critical Z/(qs a) for a bound state: 0.8399
Rate ratio Z=2 to Z=1, phase shifts: 2.0617
Same ratio at weak coupling (0.04 to 0.02): 2.0017
Random-ion sum per electron, Z=1,2,3: 1.005, 2.005, 2.989
Random-ion sum, equal numbers of Z=1 and Z=2: 1.672
Rate ratio with acceptors, Z=2 to Z=1: 1.917
Lindhard rate / Thomas-Fermi rate: 1.0177
Z=1 mobility if mass is 1.5 times larger: 401.8 cm2/Vs
Z=1 pairs at 0.41 nm, rate / random: 1.859
Z=1 pairs at 1.00 nm, rate / random: 1.422
Z=1 pairs at 5.00 nm, rate / random: 0.999
Assumed limit from other scattering: 300 cm2/Vs
```
